# Lateral drying of a wet low-k dielectric strip: test program

```python
# Result under test: a uniformly wet strip of full width L, sealed above and
# below, with both edges held dry, keeps 1 % of its water at t = 0.445 L^2/D.
# D: constant diffusivity; tau = D t / L^2; F: retained fraction of all water.
# Concentrations are scaled by the initial value, positions by L.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import expm_multiply

pi = np.pi
target = 0.01


def series_fraction(tau, terms=2000):
    n = 2 * np.arange(terms) + 1
    return float(np.sum(8 / (n * pi)**2 * np.exp(-(n * pi)**2 * tau)))


def simulate_drying(wet_slope=0.0, edge_value=0.0, edge_resistance=0.0):
    """Finite volumes, D(c)/D(0) = 1 + wet_slope*c; stop at mean = target.
    edge_resistance is an equivalent extra width at each edge, divided by L."""
    cells = 201
    h = 1 / cells

    def potential(c):
        return c + wet_slope * c**2 / 2

    def rate(t, c):
        p = potential(c)
        wall = potential(edge_value)
        flux = np.empty(cells + 1)
        flux[1:-1] = -(p[1:] - p[:-1]) / h
        flux[0] = -(p[0] - wall) / (h / 2 + edge_resistance)
        flux[-1] = (p[-1] - wall) / (h / 2 + edge_resistance)
        return -(flux[1:] - flux[:-1]) / h

    def reached(t, c):
        return np.mean(c) - target
    reached.terminal = True
    pattern = diags([np.ones(cells - 1), np.ones(cells),
                     np.ones(cells - 1)], [-1, 0, 1])
    run = solve_ivp(rate, (0, 2), np.ones(cells), method="BDF",
                    rtol=1e-7, atol=1e-10, events=reached,
                    jac_sparsity=pattern)
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0], run.y_events[0][0][cells // 2]


# Mode weights: projection of the uniform start, then average over the width
for n in range(1, 8):
    overlap = quad(lambda x: np.sin(n * pi * x), 0, 1)[0]
    norm = quad(lambda x: np.sin(n * pi * x)**2, 0, 1)[0]
    expected = 8 / (n * pi)**2 if n % 2 else 0.0
    assert abs(overlap**2 / norm - expected) < 1e-10
weight_sum = mp.nsum(lambda k: 8 / (mp.pi * (2 * k + 1))**2, [0, mp.inf])
assert abs(weight_sum - 1) < 1e-10

# One-term time against the high-precision root of the series
mp.mp.dps = 45


def precise_fraction(tau):
    return mp.fsum(8 / (n * mp.pi)**2 * mp.exp(-(n * mp.pi)**2 * tau)
                   for n in range(1, 40, 2))


tau_one_mp = mp.log(800 / mp.pi**2) / mp.pi**2
tau_root = mp.findroot(lambda s: precise_fraction(s) - mp.mpf(1) / 100,
                       (mp.mpf("0.44"), mp.mpf("0.45")))
one_term_error = tau_root - tau_one_mp
assert 0 < one_term_error < mp.mpf("1e-16")
for s in (mp.mpf("0.05"), mp.mpf("0.2"), tau_one_mp):
    leading = 8 / mp.pi**2 * mp.exp(-mp.pi**2 * s)
    omitted = precise_fraction(s) / leading - 1
    bound = (mp.pi**2 / 8 - 1) * mp.exp(-8 * mp.pi**2 * s)
    assert 0 < omitted <= bound
tau_one = float(tau_one_mp)
omitted_bound = float(bound)

# Direct solution of the diffusion equation; tolerance covers grid and time step
tau_numeric, centre_numeric = simulate_drying()
centre_formula = pi / 2 * target
assert abs(tau_numeric - tau_one) < 1e-4
assert abs(centre_numeric - centre_formula) < 1e-5
assert abs(tau_one - 0.445) < 5e-4

# Worked example: rough values for a porous organosilicate film
width_um = 100.0
diffusivity = 1e-8          # cm^2/s
film_nm = 200.0
temperature = 300.0         # K
width_cm = width_um * 1e-4
time_unit = width_cm**2 / diffusivity
drying_s = tau_one * time_unit


def percent_change(tau):
    return 100 * (tau / tau_one - 1)


# Water that never leaves, or humid edges
leftover = 0.005
tau_leftover = brentq(
    lambda s: leftover + (1 - leftover) * series_fraction(s) - target, 0.1, 2)
tau_humid_numeric, _ = simulate_drying(edge_value=leftover)
assert abs(tau_humid_numeric - tau_leftover) < 2e-4

# Densified edge skin
skin_nm = 10.0
skin_slowdown = 100.0
extra_um = skin_nm * skin_slowdown / 1000
q = 2 * extra_um / width_um
tau_skin = (1 + q)**2 * np.log(800 * (1 + q) / pi**2) / pi**2
tau_skin_numeric, _ = simulate_drying(edge_resistance=extra_um / width_um)
# The formula is of leading order in q; its neglected terms are of order q^2
assert abs(tau_skin / tau_skin_numeric - 1) < 1e-3

# Diffusivity that rises with water content
wet_slope = 0.5
tau_wet, _ = simulate_drying(wet_slope=wet_slope)
assert tau_wet < tau_numeric

# Leakage through both barriers; symmetry permits a half-film test
barrier_nm = 50.0
barrier_diffusivity = 1e-16  # cm^2/s
leak_rate = 2 * barrier_diffusivity / (barrier_nm * film_nm * 1e-14)
edge_rate = pi**2 / time_unit
tau_leak = brentq(lambda s: series_fraction(s)
                  * np.exp(-leak_rate * time_unit * s) - target, 0.1, 1)
barrier_limit = 0.01 * edge_rate * barrier_nm * film_nm * 1e-14 / 2
h = 1 / 80                   # unit of length: half the film thickness
barrier_scaled = barrier_nm / (film_nm / 2)
barrier_cells = round(barrier_scaled / h)
local_d = np.r_[np.ones(80), np.full(barrier_cells, 1e-4)]
links = 2 / (h / local_d[:-1] + h / local_d[1:])
matrix = np.diag(np.r_[links, 0] + np.r_[0, links])
matrix -= np.diag(links, 1) + np.diag(links, -1)
matrix[-1, -1] += 2 * local_d[-1] / h
slowest = np.linalg.eigvalsh(matrix / h)[0]
leak_ratio = slowest / (1e-4 / barrier_scaled)
# Water stored in the barrier makes the true rate somewhat smaller
assert 0.8 < leak_ratio < 1.0

# Dry ends of a strip of finite length
length_um = 10000.0
aspect = length_um / width_um
tau_ends = brentq(lambda s: series_fraction(s)
                  * series_fraction(s / aspect**2) - target, 0.1, 1)


def dry_edge_operator(cells, step):
    main = np.full(cells, -2.0)
    main[[0, -1]] = -3.0
    side = np.ones(cells - 1)
    return diags([side, main, side], [-1, 0, 1]) / step**2


nx, ny = 30, 60
plane = (kron(dry_edge_operator(nx, 1 / nx), identity(ny))
         + kron(identity(nx), dry_edge_operator(ny, 1 / nx))).tocsr()
plane_mean = np.mean(expm_multiply(0.1 * plane, np.ones(nx * ny)))
plane_product = series_fraction(0.1) * series_fraction(0.1 / 4)
# Tolerance covers the second-order error of the coarse grid
assert abs(plane_mean - plane_product) < 2e-3

# Temperature error
activation_ev = 0.3
cooler_k = 10.0
boltzmann_ev = constants.k / constants.e
slowdown = np.exp(activation_ev / boltzmann_ev
                  * (1 / (temperature - cooler_k) - 1 / temperature))

print("MAIN RESULT")
print(f"first-mode weight 8/pi^2: {8 / pi**2:.5f} (no unit)")
print(f"ln(800/pi^2): {np.log(800 / pi**2):.5f} (no unit)")
print(f"one-term D t/L^2 at 1 %: {tau_one:.6f} (no unit)")
print(f"finite-volume D t/L^2 at 1 %: {tau_numeric:.5f} (no unit)")
print(f"bound on omitted/first term: {omitted_bound:.2e} (no unit)")
print(f"series root minus one-term: {float(one_term_error):.2e} (no unit)")
print(f"retained at D t/L^2 = 0.445: {100 * series_fraction(0.445):.4f} %")
print(f"centre value, formula: {100 * centre_formula:.3f} % of initial")
print(f"centre value, numerical: {100 * centre_numeric:.3f} % of initial")
print("EXAMPLE (rough inputs)")
print(f"strip width L: {width_um:.0f} um")
print(f"film thickness: {film_nm:.0f} nm")
print(f"diffusivity D: {diffusivity:.1e} cm^2/s")
print(f"temperature: {temperature:.0f} K")
print(f"L^2/D: {time_unit:.0f} s")
print(f"time to 1 %: {drying_s:.0f} s")
print(f"time to 1 %, converted: {drying_s / 3600:.2f} h")
print("NEGLECTED EFFECTS (rough inputs; change of drying time)")
print(f"leftover water fraction r: {100 * leftover:.1f} %")
print(f"change from leftover water: {percent_change(tau_leftover):+.1f} %")
print(f"edge skin thickness: {skin_nm:.0f} nm")
print(f"film D / skin D: {skin_slowdown:.0f} (no unit)")
print(f"extra width per edge: {extra_um:.1f} um")
print(f"change from skin, formula: {percent_change(tau_skin):+.2f} %")
print(f"change from skin, numerical: {percent_change(tau_skin_numeric):+.2f} %")
print(f"wet D / dry D: {1 + wet_slope:.1f} (no unit)")
print(f"change from wet D: {percent_change(tau_wet):+.1f} %")
print(f"barrier thickness: {barrier_nm:.0f} nm")
print(f"barrier diffusivity: {barrier_diffusivity:.1e} cm^2/s")
print(f"edge drying rate pi^2 D/L^2: {edge_rate:.2e} 1/s")
print(f"barrier leak rate: {leak_rate:.2e} 1/s")
print(f"change from barrier leak: {percent_change(tau_leak):+.2f} %")
print(f"barrier D for leak = 1 % of edge rate: {barrier_limit:.1e} cm^2/s")
print(f"two-layer / lumped leak rate: {leak_ratio:.3f} (no unit)")
print(f"strip length W: {length_um:.0f} um")
print(f"change from dry ends: {percent_change(tau_ends):+.2f} %")
print(f"activation energy: {activation_ev:.1f} eV")
print(f"temperature error (cooler): {cooler_k:.0f} K")
print(f"change from cooler film: {100 * (slowdown - 1):+.0f} %")
print("checks complete")
```

Running it gives:

```
MAIN RESULT
first-mode weight 8/pi^2: 0.81057 (no unit)
ln(800/pi^2): 4.39515 (no unit)
one-term D t/L^2 at 1 %: 0.445322 (no unit)
finite-volume D t/L^2 at 1 %: 0.44533 (no unit)
bound on omitted/first term: 1.25e-16 (no unit)
series root minus one-term: 6.04e-18 (no unit)
retained at D t/L^2 = 0.445: 1.0032 %
centre value, formula: 1.571 % of initial
centre value, numerical: 1.571 % of initial
EXAMPLE (rough inputs)
strip width L: 100 um
film thickness: 200 nm
diffusivity D: 1.0e-08 cm^2/s
temperature: 300 K
L^2/D: 10000 s
time to 1 %: 4453 s
time to 1 %, converted: 1.24 h
NEGLECTED EFFECTS (rough inputs; change of drying time)
leftover water fraction r: 0.5 %
change from leftover water: +15.7 %
edge skin thickness: 10 nm
film D / skin D: 100 (no unit)
extra width per edge: 1.0 um
change from skin, formula: +4.51 %
change from skin, numerical: +4.49 %
wet D / dry D: 1.5 (no unit)
change from wet D: -5.3 %
barrier thickness: 50 nm
barrier diffusivity: 1.0e-16 cm^2/s
edge drying rate pi^2 D/L^2: 9.87e-04 1/s
barrier leak rate: 2.00e-06 1/s
change from barrier leak: -0.20 %
barrier D for leak = 1 % of edge rate: 4.9e-16 cm^2/s
two-layer / lumped leak rate: 0.853 (no unit)
strip length W: 10000 um
change from dry ends: -0.34 %
activation energy: 0.3 eV
temperature error (cooler): 10 K
change from cooler film: +49 %
checks complete
```
